Convergence of the J-matrix method for Coulomb plus short-range potentials, part 2

In Rydberg atomic units (H0+V−E)ψ=0, with H0=−d²/dr²+l(l+1)/r²+2Z/r, E=k²>0, η=Z/k and rV smooth and exponentially decaying. The Coulomb functions F, G satisfy F′G−FG′=k; σ_l=arg Γ(l+1+iη); ψ → F cos δ + G sin δ.

The basis is φ_n=a_n x^{l+1}e^{−x/2}L_n^{2l+1}(x), x=λr, a_n²=n!/Γ(n+2l+2), with overlap O_mn=∫φ_mφ_n dr and

x φ_n = 2(n+l+1) φ_n − b_n φ_{n+1} − b_{n−1} φ_{n−1},  b_n = √((n+1)(n+2l+2)),  b_{−1} = 0.  (2)

H0−E has matrix J: J_nn=−(k/sin θ)d_n, J_{n,n+1}=(k/sin θ)b_n, d_n=2(n+l+1)cos θ−2η sin θ, e^{iθ}=(k+iλ/2)/(k−iλ/2).

F has coefficients s_n=∫φ_nF dr/r; c_n are those of C, regular with C→G and (H0−E)C=βφ_0/r, β=k/s_0. Both obey (5), c_n only for n≥1:

b_n y_{n+1} + b_{n−1} y_{n−1} = d_n y_n.  (5)

s_0 = 2^l |Γ(l+1+iη)| e^{η(π/2−θ)} sin^{l+1}θ / √((2l+1)!).  (6)

J_{n,n+1}(s_n c_{n+1} − s_{n+1} c_n) = k  for all n.  (8)

q_n = e^{−i(n+1)θ} ∫_0^1 uⁿ (1−u)^{l+iη} (1−ue^{−2iθ})^{l−iη} du
  = e^{−i(n+1)θ} B(n+1, l+1+iη) ₂F₁(−l+iη, n+1; n+l+2+iη; e^{−2iθ}).  (9)

h_n = c_n + i s_n = − sin θ · q_n / (s_0 a_n √((2l+1)!)).  (10)

For large n,

s_n ≈ n^{−1/2} sin Φ_n,  c_n ≈ −n^{−1/2} cos Φ_n,
Φ_n = (n+l+1)θ + η ln(2n sin θ) − σ_l − lπ/2.  (11)

V^N keeps only V_mn=∫φ_mVφ_n dr with m,n<N; its exact solution is F+tC+Σ_{n<N}e_nφ_n, t=tan δ_N. With H the N×N matrix of H0+V, HΓ=OΓε, ΓᵀOΓ=1 (Harris eigenvalues ε_i), A=H−EO and j=J_{N−1,N},

tan δ_N = −(s_{N−1} + g j s_N)/(c_{N−1} + g j c_N).  (12)

g(E) = Σ_i Γ²_{N−1,i}/(ε_i − E).  (13)

The Lippmann–Schwinger route gives t=−sᵀV(1+GV)^{−1}s/k, with matrix G_mn=s_<c_>/k.

With y_n=s_n cos δ+c_n sin δ, τ_n=Σ_{m≥n}y_m and I=∫_0^∞ rV x^{−1/2} dx,

τ_N = (y_N − y_{N−1})/(2 − 2 cos θ),  (14)

δ_N − δ ≈ −V_NN τ_N²/k.  (15)

δ_N − δ ≈ −sgn(I) K N^{−3/2} cos²(Φ_N − δ − θ/2),
K = |I|/(8πk sin²(θ/2)) = |I|/(2πλ sin θ).  (16)

(15) neglects terms linear in ⟨φ_n|V|ψ⟩, n≥N. Uniform convergence on compact energy intervals was proved by inverting 1+Ke, with operator K=w𝔤⁺w, w=√|V|, e=sgn V, 𝔤⁺ the outgoing Coulomb kernel. The phase of φ_n advances by √(x/n) per unit n.

## 7. The Kohn estimate in the same basis

Let L = H0 + V − E with the full V, and let the trial function ψ_t → F + tG differ from the exact ψ_e → F + t_eG by Δ. Then ⟨ψ_t|L|ψ_t⟩ = ⟨ψ_e|L|Δ⟩ + ⟨Δ|L|Δ⟩, and integration by parts gives ⟨ψ_e|L|Δ⟩ = −[ψ_eΔ′ − ψ_e′Δ]_∞ = k(t − t_e). So [t] = t − ⟨ψ_t|L|ψ_t⟩/k equals t_e up to second order in Δ.

Take ψ_t = F + tC + Σ_{n<N}e_nφ_n and label F by S. The needed elements are u^S_m = ⟨φ_m|V|F⟩, u^C_m = βδ_{m0} + ⟨φ_m|V|C⟩, L_SS = V_SS, L_CS = V_CS, L_SC = βs_0 + V_CS = k + L_CS, and L_CC = βc_0 + V_CC. Stationarity in e gives Ae = −(u^S + tu^C). Substituting, each L_XY becomes

M_XY = L_XY − Σ_i γ_i^X γ_i^Y/(ε_i − E),  γ^X = Γᵀu^X,

and ⟨ψ_t|L|ψ_t⟩ = M_SS + t(2M_CS + k) + t²M_CC. The term tk cancels the explicit t, leaving [t] = −(M_SS + 2tM_CS + t²M_CC)/k. It is stationary at t = −M_CS/M_CC:

[t] = −(M_SS − M_CS²/M_CC)/k.  (17)

At a Harris eigenvalue the poles of M_SS and of M_CS²/M_CC have equal residues and cancel. The trouble lies between eigenvalues. If γ_i^C and γ_{i+1}^C are nonzero at their eigenvalues, M_CC → +∞ just above ε_i and → −∞ just below ε_{i+1}. It is continuous between, so it vanishes at some E_p in each gap. Unless M_CS(E_p) = 0,

[t] ≈ background + M_CS²/(k M_CC′ (E − E_p)).

The pole term equals ±1 at a distance

w = M_CS²/(k|M_CC′|).  (18)

For M_CC′ < 0, [t] rises to +∞ below E_p and returns from −∞ above it, as at a resonance. The pole is spurious when the exact tan δ is finite there. The number of gaps in a fixed energy window grows with N, so adding functions adds poles.

The exact solution is F + t_eC + Σ_{all n}e_nφ_n with e_n falling faster than any power. Projecting Lψ_e = 0 on C and on φ_m, m < N, and eliminating the first N coefficients gives M_CS + t_eM_CC = terms linear in e_{n≥N}. At a spurious pole E_p, where t_e is finite, M_CS is of first order in these omitted coefficients, so w is of second order, as is the Kohn error away from the poles. The poles are narrow and the background is accurate for the same reason.

For V^N the omitted coefficients are zero, by section 4. Then M_CS = −tM_CC identically. Where t is finite, a zero of M_CC is also a zero of M_CS and the pole cancels. Where δ_N passes π/2, M_CC vanishes with M_CS = −k, by the relation that follows, and the pole is the true infinity of tan δ_N. Projection on F gives M_SS + t(M_CS + k) = 0, and (17) returns [t] = −(M_SS + tM_CS)/k = t. The J-matrix method is the Kohn method applied to a potential for which the trial space is complete. It pays for this by changing the potential.

The free–free elements can be had from the coefficient sequences. Replace F by Σχ_ns_nφ_n with χ_n = erfc((n−n_0)/Δ)/2, and likewise C. The step of χ is a Gaussian of width Δ, whose Fourier transform suppresses a term oscillating in n with frequency ω by e^{−ω²Δ²/4}. Here ω ≈ θ − √(x/n_0), so the device needs n_0θ² well above the largest x that matters.

## 8. Algorithm and cost

The potential matrix is V_mn = ∫p_mp_n (rV) x^{2l+1}e^{−x}dx with p_n = a_nL_n. At a zero x_i of p_M, the recurrence (2) closes, so the vector p_n(x_i), n < M, is an eigenvector of the M×M Jacobi matrix λO with eigenvalue x_i. The normalized eigenvectors are U_ni = √ω_i p_n(x_i) with ω_i the Gauss weights. The rule is exact for polynomial degree up to 2M−1, and no Laguerre value or weight is formed separately, which avoids overflow.

For (9), put u = 1 − e^{−s}. The oscillating endpoint factor becomes e^{−s(l+1+iη)} on 0 < s < ∞. The only singularities are at 1 − u e^{−2iθ} = 0; the nearest is s = −ln(2 sin θ) − i(θ − π/2), at distance ln 2 or more from the positive axis, so Gauss–Legendre panels of unit width converge geometrically.

```
input l, Z, λ, N, M > N with margin, rV(r), energies E
once per l:
  (x, U) = eigensystem of tridiag(diag 2(n+l+1), off −b_n), n < M
  V[m,n] = Σ_i U[m,i] rV(x_i/λ) U[n,i],  m, n ≤ N
once per N:
  O, H0 from section 2;  solve (H0+V)Γ = OΓε;  keep ε_i, Γ[N−1,i]²
for each E:
  k = √E, η = Z/k, θ = atan2(kλ, E − λ²/4), s_0 from (6) by log-gamma
  s_1 = d_0 s_0/b_0; forward (5) up to s_N
  c_{N−1}, c_N = Re h from (9), (10) by panel quadrature
  g from (13);  j = (E + λ²/4) b_{N−1}/λ
  if |g j| ≤ 1: D = h_{N−1} + g j h_N  else D = h_{N−1}/(g j) + h_N
  S = D*/D;  δ_N = arg(S)/2
  y_n = s_n cos δ_N + c_n sin δ_N;  τ from (14)
  δ_corr = δ_N + V[N,N] τ²/k
  check: Casoratian (8);  Im h_N = s_N
optional: c_n for n < N−1 by backward (5); check row 0 equals k/s_0
```

The branch on |gj| divides D by a real number and leaves S unchanged. The set-up costs at most O(M³) for the Jacobi matrix, O(N²M) for V and O(N³) for the Harris problem. Each energy then costs O(N) for s and g and two quadratures of fixed length, 880 nodes each in the program. By (16), without the correction a tenfold smaller envelope needs N larger by 10^{2/3}, hence a hundredfold diagonalization cost.

## 9. Stability and failure modes

Locally (5) has solutions y_{n+1}/y_n = ζ with ζ + 1/ζ ≈ 2κ_n, where κ_n ≈ cos θ − η sin θ/(n+1) for l = 0. For |κ_n| < 1 both solutions oscillate and either direction is neutral. For |κ_n| > 1, a barrier in n, s grows from a small s_0 and c falls from a large c_0. A rounding error of relative size u_r in c_0 and c_1 contains an admixture α s_n, and (8) gives αk ~ J_01 u_r c_0c_1. Beyond the barrier s and c are of equal size, so the relative error of forward c is of order u_r c_0². Run backward, c is the growing solution and the admixture dies.

The model values Z = +2, k = 0.25 bohr⁻¹, λ = 2 bohr⁻¹, l = 0 give η = 8, cos θ = −15/17, sin θ = 8/17, and κ_n < −1 for n + 1 < 32. The program finds s_0 = 2.044×10⁻⁹ and c_0 = 2.528×10⁷. With u_r about 10⁻¹⁶, u_r c_0² is about 0.06. The forward c_60 is wrong by 2.7×10⁻² relative to |h_60|, and the backward c_0 by 5.8×10⁻¹⁵ relative to c_0. Both runs start from multiple-precision values.

Other limits of the scheme:

- Large |η|. For large n the quadrature result is smaller than the integral of the modulus by about |Γ(l+1+iη)|/l!, which falls as e^{−π|η|/2}. About 0.68|η| digits are lost, up to a power-law factor, and the hypergeometric form in extended precision should take over.
- θ → 0 or π. K grows as 1/sin θ, and the logarithm in (11) requires N sin θ to be large. The law (16) is therefore not uniform toward threshold or high energy: the N needed for it to hold grows as θ approaches 0 or π. The bounds of section 6 were derived on compact energy intervals only. Whether δ_N still converges uniformly there, at a slower rate, is not settled here.
- Non-smooth V. For a jump in V, ⟨φ_n|V|ψ⟩ comes from the jump and is of order n^{−1/4}/n^{1/2}. The linear terms then give an error of order N^{−5/4} and of either sign, and (15) fails. This is an estimate and was not tested.
- Power-law tails, such as a polarization potential, violate the assumption of exponential decay and are not covered.
- Small N. Agreement between two values of N is weak evidence. If N′ − N = m ≪ N with mθ close to a multiple of π, the squared cosine in (16) takes nearly the same value at both, so δ_N and δ_N′ can agree far better with each other than either agrees with δ.
- Physical narrow resonances. Uniform convergence still holds, but the inverse of 1 + Ke is large there, so the bound of section 6 guarantees a given accuracy only at larger N. This concerns the bound; it does not show that the actual error is larger on a resonance than beside it.

## 10. Worked example: electron on He⁺(1s), static approximation

The bound electron has radial density 32r²e^{−4r}. The charge inside r is 1 − e^{−4r}(1+4r+8r²), and ∫_r^∞ 32r′e^{−4r′}dr′ = e^{−4r}(8r+2). The repulsion energy is twice the sum of the first over r and the second, 2/r − 2(1/r+2)e^{−4r}. Adding the nuclear −4/r gives Z = −1 and V = −2(1/r+2)e^{−4r}. Exchange, polarization and excitation are left out, so the numbers belong to this potential model and not to measured scattering; the digits shown serve the numerical comparison. The scan stays below the n = 2 threshold at 4(1 − 1/4) = 3 Ry. The program and its output follow this note.

Take λ = 2 bohr⁻¹, E = 0.5 Ry = 6.8028 eV, k = 0.707107 bohr⁻¹, η = −1.414214. Then k² + λ²/4 = 1.5, cos θ = −0.5/1.5 = −0.333333, θ = 1.910633 rad and η sin θ = Zλ/1.5 = −4/3.

For l = 0, s_0 = 0.49290614. With d_0 = −2/3 + 8/3 = 2 and b_0 = √2, s_1 = √2 × 0.49290614 = 0.697075, as printed. β = 0.707107/0.49290614 = 1.434567 bohr⁻¹. Row 0 has J_00 = −2 + 0.5 = −1.5 and J_01 = 1.5√2/2 = 1.060660, and with c_0 = −0.95122114, c_1 = 0.00729272 it gives 1.426832 + 0.007735 = 1.434567 bohr⁻¹. At n = 200, n|h_n|² = 0.99258, within 1% of the limit in (11). The program asserts that the windowed sums reproduce F at r = 3 and 30 bohr and G at 30 bohr to 10⁻⁸, here and for a repulsive l = 2 case.

At N = 12, j = 0.75√156 = 9.367497 bohr⁻¹. The Casoratian is

9.367497 × [(−0.15102484)(−0.08901883) − (0.25810114)(−0.24037507)] = 9.367497 × 0.0754851 = 0.70711.

With g = 0.16184536 bohr, gj = 1.516086, and

numerator: −0.15102484 + 1.516086 × 0.25810114 = 0.240279,
denominator: −0.24037507 − 1.516086 × 0.08901883 = −0.375335,

so tan δ_12 = 0.640171. The printed value 0.64017077 agrees with the Lippmann–Schwinger route in all eight digits. Thus δ_12 = 0.5694 rad. Direct integration of the radial equation, matched to F and G, gives δ = 0.56475529 rad = 32.358° for l = 0 and 0.04821771 rad = 2.763° for l = 1. The error at N = 12 is 4.7×10⁻³ rad.

In terms of x, rV = −2(1+x)e^{−2x}, so I = −2[Γ(1/2)2^{−1/2} + Γ(3/2)2^{−3/2}] = −2.5√(π/2) = −3.133285 Ry bohr. With sin²(θ/2) = 2/3, K = 3.133285/(8π × 0.707107 × 2/3) = 0.26446 rad. The asymptote I/(2π√200) = −0.035262 Ry bohr compares with V_200,200 = −0.035142 (l = 0) and −0.034640 (l = 1), smaller in modulus by 0.3% and 1.8%. The neglected overlap |⟨φ_100|V|ψ⟩| is printed as 4×10⁻¹⁰ and 8×10⁻¹¹; the asserted statement is that it lies below 10⁻⁷.

Errors δ_N − δ in rad, against (15):

| N | error, l = 0 | law, l = 0 | error, l = 1 | law, l = 1 |
|---|---|---|---|---|
| 10 | 9.735e−3 | 4.107e−3 | 3.326e−3 | 1.332e−3 |
| 20 | 8.798e−5 | 1.487e−4 | 2.089e−3 | 1.850e−3 |
| 40 | 5.050e−5 | 4.030e−5 | 9.539e−4 | 8.923e−4 |
| 80 | 8.744e−6 | 7.639e−6 | 3.514e−4 | 3.392e−4 |
| 160 | 8.404e−5 | 8.291e−5 | 2.040e−5 | 1.976e−5 |
| 280 | 3.857e−7 | 3.877e−7 | 5.030e−5 | 4.975e−5 |

All errors are positive. At N = 10 the law is off by more than a factor of two, and the l = 0 error exceeds the envelope KN^{−3/2} = 8.4×10⁻³ rad, so the asymptotic regime has not begun. The l = 0 error at N = 160 is ten times that at N = 80, and the law reproduces both: N = 20, 40, 80 and 280 lie near zeros of τ_N, far below envelopes of 3.0×10⁻³, 1.0×10⁻³, 3.7×10⁻⁴ and 5.6×10⁻⁵ rad. Mean errors over N = 40–69 and 160–279 give exponents 1.500 (l = 0) and 1.484 (l = 1), asserted to lie within 0.15 of 3/2. The largest error × N^{3/2} in the second window is 0.26459 and 0.26073 rad against K = 0.26446 rad. The law misses by at most 1.74% and 1.63% of the envelope there, so the correction removes all but that fraction. For l = 1 the corrected errors at N = 20, 40, 80 are 2.4×10⁻⁴, 6.2×10⁻⁵ and 1.2×10⁻⁵ rad, or 11%, 6.5% and 3.5% of the raw errors. This is consistent with a relative 1/N term, but that rate is not among the tests.

The scan for l = 0 covers 0.2 to 2.9 Ry, where δ falls from 0.57910 to 0.48368 rad. It uses 300 grid points and offsets ±10⁻² to ±10⁻¹⁰ Ry about every Harris eigenvalue. The largest sampled errors are 8.989×10⁻³, 2.592×10⁻³, 9.347×10⁻⁴ and 3.465×10⁻⁴ rad for N = 12, 24, 48, 96, with 4, 8, 17 and 35 eigenvalues in the window. The successive ratios are 3.5, 2.8 and 2.7, against 2^{3/2} = 2.83. K is largest at the lower end, where sin θ = 2√0.2/1.2 = 0.7454 gives K = 0.3345 rad and an envelope of 3.56×10⁻⁴ rad at N = 96, 3% above the sampled maximum. No spurious resonance appears at the sampled points.

At N = 12 the Harris eigenvalues are 0.262901, 0.582886, 1.132143 and 2.164093 Ry. M_CC changes sign from positive to negative across each gap, and Kohn poles are found at 0.46227737, 0.91721761 and 1.73561049 Ry, with |M_CS| = 2.24×10⁻⁴, 2.74×10⁻⁴, 1.77×10⁻⁴ bohr⁻¹ and widths 1.19×10⁻⁸, 1.54×10⁻⁸, 6.42×10⁻⁹ Ry. At the first pole the exact phase is 0.56651 rad, with tangent 0.6361. Shifting by +1 and −1 gives arctan 1.6361 = 1.0222 and arctan(−0.3639) = −0.3490 rad, the Kohn values printed at E_p − w and E_p + w. The J-matrix value is 0.57139 rad on both sides, 4.9×10⁻³ rad above the exact one. With V^N in place of V, the zeros of M_CC move to 0.462530, 0.917811 and 1.737129 Ry, and |M_CS| there is below 10⁻¹³ bohr⁻¹, at rounding level. The program also asserts that this Kohn calculation equals (12) to 10⁻⁸ rad over the grid.

Away from the poles the order of merit is reversed. At 0.5 Ry the Kohn phase is 0.5647547 rad, about 6×10⁻⁷ rad below the direct value, while the J-matrix error is 4.7×10⁻³ rad. The medians over the grid are 5.6×10⁻⁷ and 2.8×10⁻³ rad; the first is measured against an interpolated reference whose accuracy is asserted only to 10⁻⁵ rad, and only the inequality is a test. With widths near 10⁻⁸ Ry, the Kohn poles of this potential affect a small part of the energy axis, and by section 7 they widen when the omitted coefficients e_{n≥N} are larger. The Kohn route also needs the free–free elements at every energy, obtained here from a window reaching far beyond N. The J-matrix route needs one N×N diagonalization, and its error carries the computable leading term (15).

Calculated quantities

```
Z=-1, lam=2.0 1/bohr, E=0.5 Ry = 6.8028 eV, k=0.707107 1/bohr
eta=-1.414214, theta=1.910633 rad, cos(theta)=-0.333333, beta=1.434567 1/bohr
l=0 n=0: s=0.49290614 c=-0.95122114
l=0 n=1: s=0.69707454 c=0.00729272
l=0 n=2: s=0.09485983 c=0.55315743
l=0 n=11: s=-0.15102484 c=-0.24037507
l=0 n=12: s=0.25810114 c=-0.08901883
n|h_n|^2 at n=200: 0.99258
barrier Z=2,k=0.25: s_0=2.044e-09, c_0=2.528e+07, c_60=-0.02925
  rel. error forward c_60: 2.7e-02, backward c_0: 5.8e-15
N=12: g=0.16184536 bohr, J_11,12=9.367497 1/bohr, tan d=0.64017077, LS 0.64017077
int rV x^-1/2 dx = -3.133285 Ry bohr, envelope constant K=0.26446 rad
l=0: reference delta=0.56475529 rad = 32.35809 deg
  N=10: d_N=0.5744900 rad, err=9.735e-03, law=4.107e-03, corrected err=5.6e-03
  N=20: d_N=0.5648433 rad, err=8.798e-05, law=1.487e-04, corrected err=-6.1e-05
  N=40: d_N=0.5648058 rad, err=5.050e-05, law=4.030e-05, corrected err=1.0e-05
  N=80: d_N=0.5647640 rad, err=8.744e-06, law=7.639e-06, corrected err=1.1e-06
  N=160: d_N=0.5648393 rad, err=8.404e-05, law=8.291e-05, corrected err=1.1e-06
  N=280: d_N=0.5647557 rad, err=3.857e-07, law=3.877e-07, corrected err=-2.1e-09
  exponent=1.500, max err*N^1.5=0.26459 rad, law miss/K=0.0174
  V_200,200=-0.035142 Ry bohr, asymptote -0.035262, |<phi_100|V|psi>|=4e-10
l=1: reference delta=0.04821771 rad = 2.76267 deg
  N=10: d_N=0.0515438 rad, err=3.326e-03, law=1.332e-03, corrected err=2.0e-03
  N=20: d_N=0.0503064 rad, err=2.089e-03, law=1.850e-03, corrected err=2.4e-04
  N=40: d_N=0.0491716 rad, err=9.539e-04, law=8.923e-04, corrected err=6.2e-05
  N=80: d_N=0.0485691 rad, err=3.514e-04, law=3.392e-04, corrected err=1.2e-05
  N=160: d_N=0.0482381 rad, err=2.040e-05, law=1.976e-05, corrected err=6.4e-07
  N=280: d_N=0.0482680 rad, err=5.030e-05, law=4.975e-05, corrected err=5.5e-07
  exponent=1.484, max err*N^1.5=0.26073 rad, law miss/K=0.0163
  V_200,200=-0.034640 Ry bohr, asymptote -0.035262, |<phi_100|V|psi>|=8e-11
reference delta_0: 0.57910 rad at 0.2 Ry, 0.48368 rad at 2.9 Ry
scan N=12: 4 Harris eigenvalues, sup|d_N-d|=8.989e-03 rad
scan N=24: 8 Harris eigenvalues, sup|d_N-d|=2.592e-03 rad
scan N=48: 17 Harris eigenvalues, sup|d_N-d|=9.347e-04 rad
scan N=96: 35 Harris eigenvalues, sup|d_N-d|=3.465e-04 rad
N=12 median error: Kohn 5.6e-07 rad, J-matrix 2.8e-03 rad
N=12 Kohn delta at E=0.5 Ry: 0.5647547 rad
N=12 Harris eigenvalues (Ry): 0.262901 0.582886 1.132143 2.164093
Kohn pole E=0.46227737 Ry, M_CS=-2.24e-04 1/bohr, width=1.19e-08 Ry, exact d=0.56651 rad
  at E-+width: Kohn 1.0222,-0.3490; J-matrix 0.57139,0.57139 rad
  truncated V: M_CC=0 at E=0.462530 Ry, |M_CS|=6e-14 1/bohr
Kohn pole E=0.91721761 Ry, M_CS=2.74e-04 1/bohr, width=1.54e-08 Ry, exact d=0.54638 rad
  at E-+width: Kohn 1.0145,-0.3735; J-matrix 0.55408,0.55408 rad
  truncated V: M_CC=0 at E=0.917811 Ry, |M_CS|=7e-14 1/bohr
Kohn pole E=1.73561049 Ry, M_CS=-1.77e-04 1/bohr, width=6.42e-09 Ry, exact d=0.51616 rad
  at E-+width: Kohn 1.0029,-0.4082; J-matrix 0.52076,0.52076 rad
  truncated V: M_CC=0 at E=1.737129 Ry, |M_CS|=7e-14 1/bohr
```
